# Unequal forces between two moving charges and the conserved canonical momentum

## Two charges in a T

Charge $q_2$ is at the origin and moves along $+y$ with speed $v_2$. Charge $q_1$ is at $x=d$ and moves along $+x$ with speed $v_1$. Both speeds are well below the speed of light $c$.

A slowly moving charge $q$ with velocity $\mathbf v$ produces the magnetic field

$$\mathbf B=\frac{\mu_0 q}{4\pi R^2}\,\mathbf v\times\mathbf N ,$$

where $R$ is the distance from the charge to the field point and $\mathbf N$ is the unit vector in that direction. (This is derived below.)

Charge 2 lies on the line along which charge 1 moves. There $\mathbf v_1\times\mathbf N=0$, so charge 2 feels no magnetic force. At charge 1, $\mathbf N=\hat{\mathbf x}$ and $\hat{\mathbf y}\times\hat{\mathbf x}=-\hat{\mathbf z}$, so the field of charge 2 points along $-\hat{\mathbf z}$ if $q_2>0$. Since $\hat{\mathbf x}\times(-\hat{\mathbf z})=\hat{\mathbf y}$, the magnetic force on charge 1 is

$$\mathbf F_1^{\rm mag}=\frac{\mu_0q_1q_2v_1v_2}{4\pi d^2}\,\hat{\mathbf y}.$$

One charge is pushed sideways and the other is not. The magnetic forces are not equal and opposite. Before concluding anything about the total momentum, we must check the electric forces, because their velocity corrections are of the same size.

## The fields to order $1/c^2$

Use Coulomb gauge, $\nabla\cdot\mathbf A=0$. The scalar potential is then the instantaneous one, $\phi=q/(4\pi\varepsilon_0R)$. The vector potential obeys

$$\nabla^2\mathbf A-\frac1{c^2}\frac{\partial^2\mathbf A}{\partial t^2}=-\mu_0\mathbf J+\mu_0\varepsilon_0\nabla\frac{\partial\phi}{\partial t}.$$

Because $\mu_0=1/(\varepsilon_0c^2)$, $\mathbf A$ is already of order $1/c^2$, and the second time derivative is dropped as a higher correction. The current term gives $\mu_0q\mathbf v/(4\pi R)$. For the other term, $\nabla^2R=2/R$ implies $\nabla^2[qR/(8\pi\varepsilon_0)]=\phi$. Hence

$$\mathbf A=\frac{\mu_0q\mathbf v}{4\pi R}+\frac{\mu_0q}{8\pi}\nabla\frac{\partial R}{\partial t}.$$

At a fixed field point, $\partial R/\partial t=-\mathbf N\cdot\mathbf v$, and $\nabla(\mathbf N\cdot\mathbf v)=[\mathbf v-\mathbf N(\mathbf N\cdot\mathbf v)]/R$. Therefore

$$\mathbf A=\frac{\mu_0q}{8\pi R}\left[\mathbf v+\mathbf N(\mathbf N\cdot\mathbf v)\right].$$

The gradient term has no curl, so $\mathbf B=\nabla(1/R)\times\mu_0q\mathbf v/(4\pi)$. With $\nabla(1/R)=-\mathbf N/R^2$ this is the magnetic field used above.

The electric field is $\mathbf E=-\nabla\phi-\partial\mathbf A/\partial t$. Write $u=\mathbf N\cdot\mathbf v$. As the source moves,

$$\frac{\partial}{\partial t}\frac1R=\frac{u}{R^2},\qquad \frac{\partial\mathbf N}{\partial t}=-\frac{\mathbf v-u\mathbf N}{R}.$$

At fixed $\mathbf v$, the derivative of $[\mathbf v+\mathbf Nu]/R$ is

$$\frac{u(\mathbf v+u\mathbf N)-u(\mathbf v-u\mathbf N)-\mathbf N(v^2-u^2)}{R^2}
=\frac{(3u^2-v^2)\mathbf N}{R^2}.$$

The change of $\mathbf v$ itself adds a term with the source acceleration $\mathbf a$. Altogether,

$$\mathbf E=\frac{q\mathbf N}{4\pi\varepsilon_0R^2}
+\frac{\mu_0q\,\mathbf N}{8\pi R^2}\left[v^2-3(\mathbf N\cdot\mathbf v)^2\right]
-\frac{\mu_0q}{8\pi R}\left[\mathbf a+\mathbf N(\mathbf N\cdot\mathbf a)\right].$$

## The complete force sum in the T

The Coulomb forces cancel. Consider next the second term of $\mathbf E$.

- On charge 1: $\mathbf N=\hat{\mathbf x}$ is perpendicular to $\mathbf v_2$, so the force is $\mu_0q_1q_2v_2^2/(8\pi d^2)$ along $+x$.
- On charge 2: $\mathbf N=-\hat{\mathbf x}$ is antiparallel to $\mathbf v_1$. The bracket is $v_1^2-3v_1^2=-2v_1^2$, and the two minus signs give $\mu_0q_1q_2v_1^2/(4\pi d^2)$, also along $+x$.

These forces add instead of cancelling. Together with the magnetic force, the velocity-dependent part of the sum is

$$(\mathbf F_1+\mathbf F_2)_{\rm vel}=\frac{\mu_0q_1q_2}{4\pi d^2}\left(v_1^2+\tfrac12v_2^2,\;v_1v_2\right).$$

Comparing magnetic forces alone would miss the whole $x$ component.

In the acceleration terms it is enough, at order $1/c^2$, to insert the Coulomb accelerations. With $F_C=q_1q_2/(4\pi\varepsilon_0d^2)$ these are $\mathbf a_1=(F_C/m_1)\hat{\mathbf x}$ and $\mathbf a_2=-(F_C/m_2)\hat{\mathbf x}$. Each bracket $\mathbf a+\mathbf N(\mathbf N\cdot\mathbf a)$ equals $2\mathbf a$, so

$$(\mathbf F_1+\mathbf F_2)_{\rm acc}=-\frac{\mu_0q_1q_2}{4\pi d}F_C\left(\frac1{m_1}-\frac1{m_2}\right)\hat{\mathbf x}.$$

This vanishes for equal masses.

## Numbers

Take two model point charges, each of $1\ \mu\mathrm C$ and $2\times10^{-17}$ kg, with $d=1$ m, $v_1=0.10c$ and $v_2=0.05c$. The Coulomb force is $8.98755$ mN. Since $\mu_0q_1q_2/(4\pi d^2)=F_C/c^2$, the formula gives

$$x:\;8.98755\,(0.0100+0.00125)\ \mathrm{mN}=101.1\ \mu\mathrm N,$$
$$y:\;8.98755\times0.10\times0.05\ \mathrm{mN}=44.9\ \mu\mathrm N.$$

The forces found by solving the coupled equations for the accelerations add to $(101.2,\,44.8)\ \mu$N. The small difference comes from the acceleration terms, which cancel only at leading order. It is of order $1/c^4$. For example, in the coupled equations the magnetic force accelerates charge 1 along $y$, and this acceleration contributes about $-0.11\ \mu$N to the $y$ force on charge 2. The fields above omit a term of order $1/c^3$, proportional to the rate of change of the source acceleration, which cancels in the force sum for these equal masses and charges. They also omit terms of order $1/c^4$, which do not cancel, so the coupled result is not more accurate than the formula.

As an independent comparison, the full retarded fields of charges with straight, uniform past motion give $(101.1,\,45.0)\ \mu$N. The imbalance is therefore not an artefact of the approximate fields. This comparison involves no accelerations, so it tests the velocity-dependent part only; for charges that were already repelling each other in the past, the retarded sum differs from the formula by about 1%.

If the second mass is tripled, the acceleration formula contributes about $-30.0\ \mu$N along $x$. The predicted sum becomes $(71.2,\,44.9)\ \mu$N, against $(71.6,\,44.8)\ \mu$N from the coupled equations. Both numbers belong to the order-$1/c^2$ equations. The omitted $1/c^3$ term of each field, $q\dot{\mathbf a}/(6\pi\varepsilon_0c^3)$, adds $q_1q_2(\dot{\mathbf a}_1+\dot{\mathbf a}_2)/(6\pi\varepsilon_0c^3)$ to the sum. Under Coulomb forces $m_1\dot{\mathbf a}_1+m_2\dot{\mathbf a}_2=0$, so this cancels for equal masses, whatever the charges. The masses are now unequal, and for charges that were already repelling each other it amounts to about $(-4.0,\,-1.0)\ \mu$N. If the radiation-reaction force of each charge on itself, $q_i^2\dot{\mathbf a}_i/(6\pi\varepsilon_0c^3)$, is also counted, the total is proportional to $(q_1+q_2)(q_1\dot{\mathbf a}_1+q_2\dot{\mathbf a}_2)$. That total vanishes for equal charge-to-mass ratios and is here about $(-8.0,\,-2.0)\ \mu$N.

## The general statement

Let $\mathbf r=\mathbf r_1-\mathbf r_2$, $r=|\mathbf r|$, $\mathbf n=\mathbf r/r$ and $\mathbf s=\mathbf v_1+\mathbf v_2$. Let $\mathbf A_j(\mathbf r_i)$ be the potential of charge $j$ at charge $i$, and define

$$\mathbf G=q_1\mathbf A_2(\mathbf r_1)+q_2\mathbf A_1(\mathbf r_2)
=\frac{\mu_0q_1q_2}{8\pi r}\left[\mathbf s+\mathbf n(\mathbf n\cdot\mathbf s)\right].$$

With the fields above,

$$\boxed{\mathbf F_1+\mathbf F_2=-\frac{d\mathbf G}{dt}}$$

**Proof.** The force on charge 1 is

$$\mathbf F_1=q_1\left[-\nabla\phi_2-\frac{\partial\mathbf A_2}{\partial t}+\mathbf v_1\times(\nabla\times\mathbf A_2)\right]_{\mathbf r_1}.$$

With $\mathbf v_1$ held fixed under the gradient, $\mathbf v_1\times(\nabla\times\mathbf A_2)=\nabla(\mathbf v_1\cdot\mathbf A_2)-(\mathbf v_1\cdot\nabla)\mathbf A_2$. The rate of change of $\mathbf A_2$ seen by the moving charge is $d\mathbf A_2/dt=\partial\mathbf A_2/\partial t+(\mathbf v_1\cdot\nabla)\mathbf A_2$. Thus

$$\mathbf F_1=-\nabla_1U-q_1\frac{d\mathbf A_2(\mathbf r_1)}{dt}+\nabla_1W,$$

with $U=q_1q_2/(4\pi\varepsilon_0r)$ and

$$W=q_1\mathbf v_1\cdot\mathbf A_2(\mathbf r_1)=\frac{\mu_0q_1q_2}{8\pi r}\left[\mathbf v_1\cdot\mathbf v_2+(\mathbf n\cdot\mathbf v_1)(\mathbf n\cdot\mathbf v_2)\right].$$

Exchanging the labels reverses $\mathbf n$ but leaves $W$ unchanged, so $W=q_2\mathbf v_2\cdot\mathbf A_1(\mathbf r_2)$ as well. The force on charge 2 is therefore

$$\mathbf F_2=-\nabla_2U-q_2\frac{d\mathbf A_1(\mathbf r_2)}{dt}+\nabla_2W.$$

Both $U$ and $W$ depend on position through $\mathbf r_1-\mathbf r_2$ alone, so $\nabla_2=-\nabla_1$ when acting on them. The gradients cancel in the sum, leaving $-d\mathbf G/dt$. No equation of motion was used, so the identity also holds for charges guided along prescribed paths.

**Check in the T.** Here $\mathbf s=(v_1,v_2)$, $\dot{\mathbf r}=(v_1,-v_2)$, $\dot r=v_1$ and $\dot{\mathbf n}=(0,-v_2/d)$. At fixed velocities,

$$\frac{d}{dt}\frac{\mathbf s+\mathbf n(\mathbf n\cdot\mathbf s)}r
=-\frac{v_1}{d^2}(2v_1,v_2)+\frac1{d^2}(-v_2^2,-v_1v_2)
=-\frac{(2v_1^2+v_2^2,\;2v_1v_2)}{d^2}.$$

Multiplication by $-\mu_0q_1q_2/(8\pi)$ reproduces the velocity-dependent force sum found directly.

## Which momentum is conserved

To this order, the mechanical momentum of each particle is the expansion of $m\mathbf v/\sqrt{1-v^2/c^2}$:

$$\boldsymbol\pi_i=m_i\mathbf v_i\left(1+\frac{v_i^2}{2c^2}\right),\qquad \frac{d\boldsymbol\pi_i}{dt}=\mathbf F_i .$$

The second equation assumes that no external force acts. Adding it for both particles gives

$$\frac{d}{dt}\left(\boldsymbol\pi_1+\boldsymbol\pi_2+\mathbf G\right)=0.$$

The conserved quantity is the total canonical momentum of the Darwin Lagrangian

$$L=\sum_i\left(\frac{m_iv_i^2}{2}+\frac{m_iv_i^4}{8c^2}\right)-U+W.$$

Indeed, the derivative of the free part is $\boldsymbol\pi_1$, and $\partial W/\partial\mathbf v_1=q_1\mathbf A_2(\mathbf r_1)$. Hence $\mathbf p_1=\boldsymbol\pi_1+q_1\mathbf A_2(\mathbf r_1)$, and similarly for charge 2. The Euler–Lagrange equation is

$$\frac{d\mathbf p_1}{dt}=-\nabla_1U+\nabla_1W,$$

which is the force law above, rearranged. It also shows that $\mathbf p_1$ is generally not conserved by itself. The right-hand sides for the two charges are opposite, and so the sum $\mathbf p_1+\mathbf p_2$ is conserved. It is this pair of canonical rates, not the pair of Lorentz forces, that is equal and opposite.

## Why $\mathbf G$ is field momentum

The electromagnetic field carries momentum $\varepsilon_0\int\mathbf E\times\mathbf B\,d^3x$. The part belonging to the interaction contains $\mathbf E_1\times\mathbf B_2$ and $\mathbf E_2\times\mathbf B_1$. Each charge's own field momentum is counted in its measured mass. At leading order $\mathbf E_1=-\nabla\phi_1$ and $\mathbf B_2=\nabla\times\mathbf A_2$.

Treat the charges as small smooth balls and let their size shrink at the end, so that no surface terms arise at the charges. In components, with repeated indices summed,

$$[\mathbf E_1\times(\nabla\times\mathbf A_2)]_i=E_{1j}\partial_iA_{2j}-E_{1j}\partial_jA_{2i}.$$

Integrate the first term by parts:

$$-\int(\partial_j\phi_1)\,\partial_iA_{2j}\,d^3x=\int\phi_1\,\partial_i(\partial_jA_{2j})\,d^3x=0,$$

because $\nabla\cdot\mathbf A_2=0$. Integrate the second by parts and use Gauss's law for the charge density $\rho_1$:

$$-\int E_{1j}\partial_jA_{2i}\,d^3x=\int(\nabla\cdot\mathbf E_1)A_{2i}\,d^3x=\frac1{\varepsilon_0}\int\rho_1A_{2i}\,d^3x.$$

The surface terms at infinity vanish, since their integrands fall as $1/R^3$ while the area grows as $R^2$. For a shrinking charge, the result times $\varepsilon_0$ is $q_1\mathbf A_2(\mathbf r_1)$. The other cross term gives $q_2\mathbf A_1(\mathbf r_2)$, and their sum is $\mathbf G$. This identification uses Coulomb gauge; in another gauge $q\mathbf A$ at the particle may have a different value.

## Following the momentum as the charges separate

In the T, $\mathbf n\cdot\mathbf s=v_1$, so initially

$$\mathbf G(0)=\frac{\mu_0q_1q_2}{8\pi d}(2v_1,v_2)=\frac{F_Cd}{2c^2}(2v_1,v_2).$$

For the numerical example this is $(2.998,\,0.749)\times10^{-12}$ kg m/s. Direct integration of the field momentum over space gives the same values to the printed digits.

The charges are now released. Their velocities are perpendicular at the start; repulsion then bends the paths. Momenta below are $(x,y)$ components in $10^{-12}$ kg m/s. The digits are those of the order-$1/c^2$ equations and are kept to display the conservation law within them. They exceed the physical accuracy: the first omitted term of the mechanical momentum, $3mv^5/(8c^4)$, is for charge 1 about $0.02$ in these units at the start and $0.10$ at the end, and $\mathbf G$ has relative corrections of order $v^2/c^2$, a parameter equal to $0.01$ for charge 1.

| Time in $d/v_1$ | Mechanical | Field | Total |
|---:|---:|---:|---:|
| 0 | (602.5828, 300.1672) | (2.9979, 0.7495) | (605.5808, 300.9167) |
| 1 | (604.4040, 300.7195) | (1.1768, 0.1972) | (605.5808, 300.9167) |
| 10 | (605.4349, 300.8961) | (0.1459, 0.0206) | (605.5808, 300.9167) |
| 1000 | (605.5793, 300.9165) | (0.0014, 0.0002) | (605.5808, 300.9167) |

The mechanical total grows although nothing outside acts on the pair. Its gain by the last time is $(2.9965,\,0.7493)$, almost all of $\mathbf G(0)$, because $\mathbf G$ falls as $1/r$ when the velocities approach constants. The gain is about 0.46% of the initial mechanical momentum. Meanwhile $\mathbf p_1$ alone changes by $(208.4,\,-36.7)$, and $\mathbf p_2$ changes by exactly the opposite amount.

## Special cases and limits

Unequal forces are the general case, not a necessity for every motion. If two charges are held at the same constant velocity, $\mathbf r$ and $\mathbf s$ are constant, so $\mathbf G$ is constant and the forces balance. If identical charges move symmetrically with $\mathbf v_1=-\mathbf v_2$, then $\mathbf s=0$ and $\mathbf G=0$ throughout. In the limit $c\to\infty$ at fixed $\varepsilon_0$, $\mu_0\to0$ and Newton's third law returns for every motion.

Guiding the charges along straight perpendicular lines requires external forces. The total canonical momentum then changes at a rate equal to the total external force.

The equations here omit radiation, which first enters the forces at order $1/c^3$, and further corrections from order $1/c^4$. The leading electric-dipole radiation depends on $q_1\mathbf a_1+q_2\mathbf a_2$. For equal charge-to-mass ratios this is proportional to $m_1\mathbf a_1+m_2\mathbf a_2$, which vanishes under Coulomb forces; the numerical example has this property. When speeds approach $c$, or radiation carries away appreciable momentum, $\mathbf G$ no longer accounts for all the field momentum. The balance must then include the full retarded fields and the momentum that leaves with the radiation.

## Computed results

```
All vectors are (x, y); z components vanish in the example
Charge of each body: 1.0 microC
Mass of each body: 2.0e-17 kg
Initial separation d: 1.0 m
Initial speeds v1/c, v2/c: 0.10, 0.05
Initial speeds v1, v2: 2.99792e+07, 1.49896e+07 m/s
Initial force contributions, in mN:
  Coulomb, on 1: (8.98755, 0.00000)
  Coulomb, on 2: (-8.98755, 0.00000)
  electric, source velocity, on 1: (0.01123, 0.00000)
  electric, source velocity, on 2: (0.08988, -0.00000)
  electric, source acceleration, on 1: (0.04466, 0.00000)
  electric, source acceleration, on 2: (-0.04455, -0.00011)
  magnetic, on 1: (-0.00000, 0.04494)
  magnetic, on 2: (0.00000, 0.00000)
  total on 1: (9.04344, 0.04494)
  total on 2: (-8.94223, -0.00011)
Sum of both forces: (101.216, 44.826) microN
Velocity formula: (101.110, 44.938) microN
Full fields, straight paths: (101.131, 44.994) microN
Unequal case masses: 2.0e-17, 6.0e-17 kg
Unequal case force sum: (71.592, 44.826) microN
Unequal case formula: (71.151, 44.938) microN
Order of field-force error in speed: 4.017
Momentum unit below: 1e-12 kg m/s
Initial G, formula: (2.99792, 0.74948)
Initial G, space integral: (2.99792, 0.74948)
Time unit d/v1: 33.3564 ns
Time/(d/v1) = 0, separation = 1.000 m
  mechanical: (602.5828, 300.1672)
  field: (2.9979, 0.7495)
  total canonical: (605.5808, 300.9167)
Time/(d/v1) = 1, separation = 2.343 m
  mechanical: (604.4040, 300.7195)
  field: (1.1768, 0.1972)
  total canonical: (605.5808, 300.9167)
Time/(d/v1) = 10, separation = 17.790 m
  mechanical: (605.4349, 300.8961)
  field: (0.1459, 0.0206)
  total canonical: (605.5808, 300.9167)
Time/(d/v1) = 1000, separation = 1791.759 m
  mechanical: (605.5793, 300.9165)
  field: (0.0014, 0.0002)
  total canonical: (605.5808, 300.9167)
Final mechanical gain: (2.9965, 0.7493)
Gain / initial mechanical: 0.00459
Change of p1 alone: (208.3970, -36.7368)
Largest drift of total / initial G: 8.9e-12
Final speeds/c: 0.1342, 0.0657
```
